# Why a Zero-Width Cylindrical Thermal Spike Gives a Quadratic Evaporation Yield

Suppose that a surface emits \(\Phi_0\) atoms per area and time wherever its temperature exceeds \(T_1\), and none elsewhere. An ion has just crossed the surface at right angles and left an energy \(F\) per length on a line of zero width. The solid was at zero temperature before, has heat capacity \(C\) per volume and thermal diffusivity \(\kappa\), both constant, and loses no heat through its surface. The temperature around the track is then

\[
\theta(r,t)=\frac{A}{t}\,e^{-r^2/4\kappa t},\qquad A=\frac{F}{4\pi\kappa C}. \tag{1}
\]

The axis is hotter than \(T_1\) until \(t_1=A/T_1\). Before that, setting \(\theta=T_1\) gives a hot disc with \(r^2=4\kappa t\ln(t_1/t)\). The number of emitted atoms is the rate \(\Phi_0\) times the area of the disc, summed over time:

\[
Y=\Phi_0\int_0^{t_1}4\pi\kappa t\ln\frac{t_1}{t}\,dt
=4\pi\kappa\Phi_0\,\frac{t_1^2}{4}
=\frac{\Phi_0F^2}{16\pi\kappa C^2T_1^2}. \tag{2}
\]

The integral follows by parts: \(\int_0^{t_1}t\ln(t_1/t)\,dt=\int_0^{t_1}(t/2)\,dt=t_1^2/4\), since the boundary term vanishes at both ends. If \(F\) is doubled, the hot disc lasts twice as long and reaches twice the area. The yield therefore rises fourfold.

Equation (1) must be justified before it is used for other emission laws. Differentiation gives

\[
\frac{\partial\theta}{\partial t}=\theta\left(-\frac1t+\frac{r^2}{4\kappa t^2}\right),\qquad
\frac{\partial\theta}{\partial r}=-\frac{r}{2\kappa t}\,\theta ,
\]

\[
\frac{\kappa}{r}\frac{\partial}{\partial r}\left(r\frac{\partial\theta}{\partial r}\right)
=-\frac{1}{2rt}\frac{\partial}{\partial r}\left(r^2\theta\right)
=-\frac{\theta}{t}+\frac{r^2\theta}{4\kappa t^2}.
\]

The two sides of the heat equation agree. The heat per length is

\[
\int_0^\infty C\theta\,2\pi r\,dr=\frac{CA}{t}\,4\pi\kappa t=4\pi\kappa CA=F
\]

at every time, and as \(t\to0\) it contracts onto the axis. Because \(\theta\) does not depend on depth, no heat flows towards the surface, as an insulated surface requires. This presumes that \(F\) is uniform over a depth much larger than the spike, and that evaporation removes little heat.

Now let the emission be any non-negative function \(\Phi(\theta)\) of the local surface temperature. By definition,

\[
Y=\int_0^\infty dt\int_0^\infty 2\pi r\,\Phi\big(\theta(r,t)\big)\,dr .
\]

Put \(t=As\), where \(s\) is an inverse temperature, and at fixed \(s\) put \(r^2=4\kappa As\,u\). Then \(dt=A\,ds\), \(2\pi r\,dr=4\pi\kappa As\,du\) and \(\theta=e^{-u}/s\), so that

\[
Y=4\pi\kappa A^2\int_0^\infty du\int_0^\infty s\,\Phi\!\left(\frac{e^{-u}}{s}\right)ds. \tag{3}
\]

The double integral no longer contains \(F\), and the factor in front is \(4\pi\kappa A^2=F^2/(4\pi\kappa C^2)\). This is already the square law. One integration can still be done. At fixed \(u\), replace \(s\) by \(\theta=e^{-u}/s\). Then \(|ds|=e^{-u}\theta^{-2}d\theta\) and \(s\,|ds|=e^{-2u}\theta^{-3}d\theta\). Since \(\int_0^\infty e^{-2u}du=1/2\),

\[
Y=\frac{F^2}{8\pi\kappa C^2}\int_0^\infty\frac{\Phi(\theta)}{\theta^3}\,d\theta. \tag{4}
\]

For the step law the integral is \(\Phi_0/(2T_1^2)\), which returns (2). The weight \(\theta^{-3}\) measures how much area and time the spike spends near each temperature. The square law has content if the integral is finite. For an emission that behaves as a power of \(\theta\) at either end, the power must exceed 2 at small \(\theta\) and stay below 2 at large \(\theta\).

For thermal evaporation, take a vapour of density \(n\,e^{-U/kT}\) in balance with a solid of atom density \(n\), binding energy \(U\) and atomic mass \(m\). The one-way flux of a Maxwell gas is its density times \(\sqrt{kT/2\pi m}\), so

\[
\Phi(T)=n\sqrt{\frac{kT}{2\pi m}}\;e^{-U/kT}. \tag{5}
\]

It is useful to treat \(\Phi=BT^qe^{-U/kT}\) at once. With \(x=U/k\theta\), we have \(\theta=U/(kx)\) and \(|d\theta|=(U/k)x^{-2}dx\), hence

\[
\int_0^\infty B\theta^{q-3}e^{-U/k\theta}d\theta
=B\left(\frac{k}{U}\right)^{2-q}\int_0^\infty x^{1-q}e^{-x}dx
=B\left(\frac{k}{U}\right)^{2-q}\Gamma(2-q), \tag{6}
\]

which is finite for \(q<2\). Equation (5) has \(q=1/2\), \(B=n\sqrt{k/2\pi m}\) and \(\Gamma(3/2)=\sqrt\pi/2\). Inserting these, and then the classical lattice value \(C=3nk\), gives

\[
Y=\frac{F^2nk^2}{16\sqrt2\,\pi\kappa C^2\sqrt m\,U^{3/2}}
=\frac{F^2}{144\sqrt2\,\pi\,\kappa\,n\sqrt m\,U^{3/2}}. \tag{7}
\]

This can be read geometrically. Define the spike time \(t_*=kA/U\), when the axis has cooled to \(U/k\), and the spike radius by \(r_*^2=4\kappa t_*\). On the axis \(x=U/k\theta=t/t_*\), so the depth of material lost there is

\[
d=\frac1n\int_0^\infty\Phi\left(\frac At\right)dt
=t_*\sqrt{\frac{U}{2\pi m}}\int_0^\infty x^{-1/2}e^{-x}dx
=t_*\sqrt{\frac{U}{2m}} .
\]

With \(C=3nk\), the definition of \(t_*\) gives \(F=12\pi n\kappa Ut_*\). Substitution in (7) yields

\[
Y=\pi\kappa n\,t_*^2\sqrt{\frac{U}{2m}}=\frac{\pi}{4}\,n\,r_*^2\,d. \tag{8}
\]

The area \(r_*^2\) and the depth \(d\) are each proportional to \(F\).

The exponent does not need constant material properties. Let \(C\) and the conductivity \(K\) depend on temperature, so that

\[
C(T)\frac{\partial T}{\partial t}=\nabla\cdot\big(K(T)\nabla T\big).
\]

If \(T(r,t)\) is the solution for a line source \(F\), consider \(T(r/\lambda,t/\lambda^2)\). Both sides of the equation acquire the same factor \(\lambda^{-2}\), so this is also a solution. Its temperatures are the same, but spread over an area \(\lambda^2\) times larger, so its energy per length is \(\lambda^2F\). Its yield, an integral over area and time, is \(\lambda^4\) times the old one. Thus \(Y\propto F^2\) whenever the line-source problem has a unique solution with a finite yield. Constant \(C\) and \(\kappa\) serve to give the prefactor in closed form.

A numerical solution of the radial heat equation tests this. With temperature in units of \(U/k\), it used \(C=1+(1+T)^{-2}\), \(K=(1+2T)/(1+T)\), \(\Phi=T^{-1/2}e^{-1/T}\) and a narrow source whose initial heat per volume was proportional to \(e^{-r^2/w^2}\) with \(w^2=0.08\). Doubling \(F\) from \(4\pi\) to \(8\pi\) multiplied the yield by 4.001. The prefactor was 0.45 of that for \(C=K=1\). No constant pair taken from a single temperature would give this number. Equation (4) varies as \(1/(\kappa C^2)=1/(KC)\), and with \(y=1/(1+T)\) the product is \(KC=(2-y)(1+y^2)=2-y(1-y)^2\le2\), so such a pair would give at least 0.5.

What the scaling does need is the absence of any fixed length or time. A finite heating time would break it, and so does a finite initial width. Let the initial temperature profile be \(\theta_m e^{-r^2/w^2}\), with \(\theta_m=F/(\pi Cw^2)\) fixed by the energy. This is (1) at the time \(t_0=w^2/4\kappa\), so the yield is the previous integral restricted to \(t>t_0\), that is, to \(s>1/\theta_m\). At given \(\theta\) this means \(e^{-u}>\theta/\theta_m\), and the \(u\) integral becomes

\[
\int_0^{\ln(\theta_m/\theta)}e^{-2u}du=\frac12\left(1-\frac{\theta^2}{\theta_m^2}\right).
\]

Therefore

\[
Y_w=\frac{F^2}{8\pi\kappa C^2}\,I(\theta_m),\qquad
I(\theta_m)=\int_0^{\theta_m}\frac{\Phi(\theta)}{\theta^3}\left(1-\frac{\theta^2}{\theta_m^2}\right)d\theta. \tag{9}
\]

Because the bracket vanishes at the upper limit, \(dI/d\theta_m=2\theta_m^{-3}\int_0^{\theta_m}\Phi\,\theta^{-1}d\theta>0\). At fixed \(w\), \(\theta_m\) grows with \(F\), so the local exponent \(d\ln Y_w/d\ln F\) is above 2. It returns to 2 when \(k\theta_m\gg U\). In the same reduced units with \(C=K=1\), \(w=2\) and \(\Phi=T^{1/2}e^{-1/T}\), doubling \(F\) from \(4\pi\) raised the numerically solved yield by a factor of 6.8 instead of 4.

A non-zero starting temperature \(T_0\) needs more care. The excess emission \(\Phi(T_0+\theta)-\Phi(T_0)\) is approximately \(\Phi'(T_0)\theta\) for small \(\theta\), and the integral in (4) then diverges at its lower end. In time, the excess rate tends to

\[
\Phi'(T_0)\int_0^\infty\theta\,2\pi r\,dr=\Phi'(T_0)\,\frac FC ,
\]

a constant, because the heat spreads without being lost. If one counts the emission from places where the rise exceeds a fixed \(\theta_c\), the steps from (3) to (4) hold with the emission set to zero below \(\theta_c\). The yield is then finite and still quadratic.

Frozen mercury at 80 K, struck by a heavy ion that leaves about 120 keV along a track of 40 nm, serves as an example. Mercury evaporates as single atoms, and its low binding energy gives an evaporating region with a root-mean-square radius of about 2 nm, wider than the initial hot core only if that core is narrower than this. The rough inputs are \(F=3\) keV/nm, \(n=41\) nm\(^{-3}\), \(U=0.65\) eV and \(\kappa=0.04\) cm\(^2\)/s, which is 4 nm\(^2\)/ps; the atomic mass is 200.59 u. This diffusivity is close to that of liquid mercury, chosen because the spike is molten; the cold solid conducts heat better, and the yield varies as \(1/\kappa\). With \(C=3nk=0.0106\) eV/(nm\(^3\) K) and \(U/k=7543\) K,

\[
A=\frac{3000}{4\pi(4)(0.0106)}\approx5630\ \text{K ps},\qquad
t_*=\frac{5631}{7543}\approx0.75\ \text{ps},\qquad
r_*=\sqrt{16(0.747)}\approx3.5\ \text{nm}.
\]

The loss depth on the axis is \(d=0.295\) nm, and (8) gives

\[
Y=\frac\pi4(41)(3.457)^2(0.295)\approx114\ \text{atoms per ion},
\]

or 2.8 nm\(^3\) of solid per ion. Direct integration over radius and time gives 28.4, 113.5 and 454.1 atoms at 1.5, 3 and 6 keV/nm. These agree with (7), and each doubling of \(F\) multiplies the yield by 4.

An initial width of 1.5 nm, a rough value, lowers the three yields to 20, 99 and 428. At 3 keV/nm the reduction is 13% of the zero-width yield and the local exponent is 2.18, with \(w\) and all other inputs held fixed. These figures depend strongly on the guessed width: at 3 keV/nm, (9) gives about 70 atoms with local exponent 2.55 for \(w=2.5\) nm, and about 41 atoms with exponent 3.1 for \(w=3.5\) nm. A heavy ion that stops within a few tens of nanometres spreads its energy through a collision cascade, which can be several nanometres wide and uneven in depth, so such a target may lie well away from the square law. The starting temperature of 80 K raises the zero-width yield by 5% if rises above 20 K are counted. The late tail is harmless here: it would need about \(3\times10^{23}\) s to add 1% of the yield.

The evaporation law matters more. At mercury's boiling point, roughly 630 K, equation (5) implies a vapour pressure of 0.022 atm where it should be 1 atm. One can instead write the pressure as \(p_0e^{-U/kT}\) and fix \(p_0\) at the boiling point. The flux is then \(p_0e^{-U/kT}/\sqrt{2\pi mkT}\), so \(q=-1/2\) and \(B=p_0/\sqrt{2\pi mk}\). By (6), the yield changes by the factor

\[
\frac{p_0}{nk}\,\frac kU\,\frac{\Gamma(5/2)}{\Gamma(3/2)}=\frac{3p_0}{2nU}
=\frac32\,\frac{630/7543}{0.0222}\approx5.6 .
\]

The last form uses the ratio of the two pressures at 630 K, which is \(p_0/(nk\cdot630\ \text{K})=1/0.0222\). The yield becomes about 640 atoms per ion. With cooling by evaporation neglected it is still quadratic in \(F\), but the choice of evaporation law alone changes its size by about this factor. The anchored law is itself stretched far beyond the boiling point: between about 3700 and 19000 K its vapour would be denser than the solid, and 44% of the yield comes from that range. Limiting the vapour density to \(n\) lowers the 640 atoms to about 590.

Evaporation carries off only a small part of the heat near the surface. An atom crossing the surface carries a mean kinetic energy \(2kT\) and has cost \(U\). Averaged over the emission in (6) with \(q=1/2\), \(kT=U/x\) has the mean \(U\,\Gamma(1/2)/\Gamma(3/2)=2U\), so each atom removes \(5U\). The total is 369 eV, or 3.6% of the \(Fr_*\approx10.4\) keV held within one spike radius of the surface. With the anchored pressure the share is 9.4%. These shares compare energies; they are not errors of the yield. Taking all this energy from a surface held in place, for an initial width of 1.5 nm, lowers the yield at 3 keV/nm by roughly 5%, or roughly 16% with the anchored pressure. That overstates the cooling, because a departing atom also takes along the heat \(3kT\) it held in the solid. If the surface recedes as atoms leave, the remaining solid loses only \(U+2kT-3kT=U-kT\) per atom. In an estimate that ignores the changing shape of the surface, the yield then changes by less than 1%, or falls by roughly 3% with the anchored pressure. Above \(U/k\) this loss turns into a gain, so these small changes are partly a cancellation; a loss of \(U\) alone per atom would lower the yields by roughly 2% and 8%. Evaporation also brings in a length of its own, so the square law is no longer exact: with the anchored pressure, the exponent between 3 and 6 keV/nm falls from about 2.03 to about 2.02, or to about 1.93 if the surface is held in place.

Set beside a real mercury target, the model strains most in its picture of the surface. By (6), the share of the yield emitted above a temperature \(T\) is \(\Gamma(3/2)^{-1}\int_0^{U/kT}x^{1/2}e^{-x}dx\). Half of it comes from above 6400 K, and 96.5% from above the critical temperature, roughly 1750 K, where liquid and vapour are no longer distinct. Hot fluid may then leave by flowing out. To size the supply, note that \(r^2=4\kappa t\ln(A/\theta t)\) is largest at \(t=A/(e\theta)\), where \(r^2=F/(\pi eC\theta)\). For 1750 K this radius is 4.4 nm, and a hemisphere of that size holds about 7000 atoms, some 60 times the evaporated yield. This is an inventory, not a prediction. If flow removed a fixed fraction of such a hemisphere, its contribution would grow as \(r^3\propto F^{3/2}\), not as \(F^2\).

The diffusivity is a second large uncertainty. The value used belongs to liquid mercury near room temperature, whereas half the emission comes from above 6400 K. If electrons at the local temperature carry the heat, the Wiedemann–Franz law gives a conductivity \(K=L_0T/\rho\), with \(L_0=2.44\times10^{-8}\) W Ω/K\(^2\) and electrical resistivity \(\rho\). With \(\rho\) held near the liquid's 1 μΩ m, \(\kappa\) would be roughly 1 cm\(^2\)/s at 6400 K, and the heat equation with \(K\) proportional to \(T\) gives a zero-width yield from (5) of about 13 atoms instead of 114. Three times that resistivity gives about 38. In these two cases the axis cools to \(U/k\) in only about 0.03 and 0.08 ps, less than a vibration period, so electrons and lattice can hardly share one temperature; the two yields show a sensitivity and are not better estimates. The exponent remains 2, but the size of the yield cannot be trusted to better than an order of magnitude.

Other departures are milder or affect mainly the prefactor. The spike time of 0.75 ps is only about one and a half vibration periods, taking 0.48 ps from a rough Debye temperature of 100 K, so a local temperature is a marginal notion. Two free electrons per atom would add 26% to the lattice heat capacity at the median emission temperature; within the heat equation this changes the prefactor and leaves the exponent alone. A track of uniform \(F\) ending at a depth of 40 nm lowers the surface temperature rise by a fraction of only \(2\times10^{-7}\) at ten spike times. Real energy deposition also varies from ion to ion. Since the mean of \(F^2\) is the square of the mean plus the variance, the average yield exceeds the one computed from the average \(F\). Atoms ejected directly by collisions are not included. The figure of 114 atoms per ion is thus a property of the stated model; the numerical output below lists most of the values behind these comparisons.

## Calculated quantities

```
input F, rough: 3.0 keV/nm
input atom density n, rough: 41 nm^-3
input binding energy U, rough: 0.65 eV
input atomic mass: 200.59 u
input diffusivity, rough: 0.04 cm^2/s
input starting temperature: 80 K
input initial width w, rough: 1.5 nm
input boiling temperature, rough: 630 K
input critical temperature, rough: 1750 K
input Debye temperature, rough: 100 K
input track length, rough: 40 nm
input valence electrons per atom: 2
heat capacity C = 3nk: 0.01060 eV/(nm^3 K)
U/k: 7543 K
A = F/(4 pi kappa C): 5631 K ps
spike time kA/U: 0.747 ps
spike radius sqrt(4 kappa kA/U): 3.46 nm
F=1.5 keV/nm: Y direct 28.38, closed 28.38, width w 20.47 atoms/ion
F=3.0 keV/nm: Y direct 113.52, closed 113.52, width w 98.62 atoms/ion
F=6.0 keV/nm: Y direct 454.09, closed 454.09, width w 428.49 atoms/ion
exponent from direct yields, zero width: 2.000000
removed volume at middle F: 2.77 nm^3/ion
median emission temperature: 6376 K
yield share above critical temperature: 96.5 %
largest radius above critical temperature: 4.35 nm
atoms in hemisphere of that radius: 7078
peak temperature rise at t=0 with width w: 40042 K
yield factor from width w: 0.869
local exponent with width w: 2.176
yield factor from starting temperature: 1.050
time for late tail to add 1% of Y: 3.2e+23 s
model vapour pressure at boiling point: 0.0222 atm
yield with anchored vapour pressure: 640 atoms/ion
anchored yield / model yield: 5.64
energy carried off: 369 eV
energy carried off, anchored: 971 eV
heat within one spike radius of surface: 10368 eV
cooling share: 3.6 %
cooling share, anchored: 9.4 %
loss depth on axis: 0.295 nm
loss depth on axis, anchored: 0.555 nm
free-electron Fermi energy: 6.88 eV
electron/lattice heat capacity at median T: 0.26
vibration period h/(k T_Debye): 0.48 ps
surface cooling from track end at 10 spike times: 2.3e-07
reduced test, wide source, Y(2F)/Y(F): 6.835
reduced test, varying C and K, Y(2F)/Y(F): 4.0014
reduced test, varying/constant prefactor: 0.452
```
